# Polar Slabs: Potential Step and Excess Energy of Stacked Charged Planes: a numerical check

```python
"""
Result under test: a slab of N neutral repeat units made of charged planes has
    potential step      dV    = 4 pi K N m
    excess energy/area  gamma = 2 pi K N m^2 / c   (uniform planes)
so both grow with N when m is nonzero (Tasker type 3) and not when m = 0.
Symbols: m = sum(sigma_j z_j) dipole per area of one unit, c = period,
sigma_j = charge per area of a plane, K = e^2/(4 pi eps0) in eV angstrom
(K = 1 in atomic units). gamma = slab energy minus N bulk cells, where the
bulk has zero mean field. Point ions add a term that becomes constant in N.
Lengths in angstrom, charges in e, potentials in V, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

pi = np.pi
K = const.e / (4 * pi * const.epsilon_0) * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
J_PER_M2 = const.e * 1e20          # one eV/angstrom^2 in J/m^2

side = 4.0                         # side of the square surface cell
area = side**2
spacing = 2.0                      # distance between neighbouring planes

# Each plane is a list of ions (charge, x/side, y/side).
crystals = {
    1: [[(1, 0, 0), (-1, .5, .5)], [(-1, 0, 0), (1, .5, .5)]],
    2: [[(-1, 0, 0)], [(2, .5, 0)], [(-1, .5, .5)]],
    3: [[(-1, 0, 0)], [(1, 0, 0)]],
}


def uniform_cell(planes):
    """Charge densities, heights and period of a unit of equidistant planes."""
    sigma = np.array([sum(ion[0] for ion in p) for p in planes]) / area
    return sigma, spacing * np.arange(len(planes)), spacing * len(planes)


def stack(cell, n_units):
    sigma, z, c = cell
    heights = (z[None, :] + c * np.arange(n_units)[:, None]).ravel()
    return np.tile(sigma, n_units), heights


def potential(sigma, z, points):
    points = np.atleast_1d(points)
    return -2 * pi * K * np.abs(points[:, None] - z[None, :]) @ sigma


def potential_step(sigma, z):
    low, high = potential(sigma, z, [z[0] - 5.0, z[-1] + 5.0])
    return high - low


def pair_energy(sigma, z):
    return 0.5 * sigma @ potential(sigma, z, z)


def field_energy(sigma, z):
    field = 4 * pi * K * np.cumsum(sigma)[:-1]
    return np.sum(field**2 * np.diff(z)) / (8 * pi * K)


def bulk_energy(cell, n_max=1000000):
    """Energy per area of one bulk cell from the periodic Poisson equation."""
    sigma, z, c = cell
    k = 2 * pi * np.arange(1, n_max + 1) / c
    structure = sum(s * np.exp(-1j * k * h) for s, h in zip(sigma, z))
    return 2 * (2 * pi * K / c) * np.sum(np.abs(structure)**2 / k**2)


def dipole(cell):
    return cell[0] @ cell[1]


def move_bottom_plane_to_top(cell):
    sigma, z, c = cell
    heights = np.append(z[1:], z[0] + c)
    return np.roll(sigma, -1), heights - heights[0], c


def compensated_stack(cell, n_units):
    sigma, z = stack(cell, n_units)
    extra = dipole(cell) / cell[2]
    sigma[0] += extra
    sigma[-1] -= extra
    return sigma, z


# Reciprocal vectors of the square surface lattice, zero vector left out.
index = np.arange(-7, 8)
GX, GY = np.meshgrid(index, index)
keep = (GX != 0) | (GY != 0)
GX, GY = GX[keep], GY[keep]
G = 2 * pi / side * np.hypot(GX, GY)


def ripple(height, dx, dy):
    """Lateral variation of the potential of a lattice of unit charges."""
    wave = np.cos(2 * pi * (GX * dx + GY * dy))
    return K / area * np.sum(2 * pi / G * np.exp(-G * height) * wave)


def plane_ripple_energy(plane_a, plane_b, height):
    return sum(qa * qb * ripple(height, xa - xb, ya - yb)
               for qa, xa, ya in plane_a for qb, xb, yb in plane_b) / area


def ripple_excess(planes, n_units):
    """Point-ion part of slab energy minus n_units bulk cells."""
    n = len(planes)
    # interaction of plane i in cell 0 with plane j in cell s, s >= 0
    table = {}
    for s in range(0, 13):
        for i in range(n):
            for j in range(n):
                gap = s * n + j - i
                if gap > 0:
                    table[s, i, j] = plane_ripple_energy(
                        planes[i], planes[j], gap * spacing)
    slab = sum((n_units - s) * e for (s, i, j), e in table.items()
               if s < n_units)
    return slab - n_units * sum(table.values())


# --- potential of one uniform sheet, by integration over rings ---
for h in (0.7, 3.0):
    ring_sum = quad(lambda r: -2 * pi * h**2 /
                    (np.hypot(r, h) * (np.hypot(r, h) + r)), 0, np.inf)[0]
    assert abs(K * ring_sum - potential(np.array([1.0]), np.array([0.0]),
                                        h)[0]) < 1e-5

# --- lateral ripple: direct sum of point charges with a wide soft edge ---
edge = 40 * side
grid = side * np.arange(-240, 241)
for h in (2.0, 4.0):
    for dx, dy in ((0, 0), (.5, .5)):
        r2 = ((grid - dx * side)**2)[:, None] + ((grid - dy * side)**2)[None, :]
        points = np.sum(np.exp(-r2 / edge**2) / np.sqrt(r2 + h**2))
        smooth = (2 * pi / area * np.exp(h**2 / edge**2)
                  * np.sqrt(pi) * edge / 2 * erfc(h / edge))
        direct = K * (points - smooth)
        # the soft edge leaves a relative error of order (side/edge)^2
        assert abs(direct / ripple(h, dx, dy) - 1) < 2e-3

# --- general formulas on the three types and on an irregular cell ---
cells = {t: uniform_cell(p) for t, p in crystals.items()}
irregular = (np.array([0.05, -0.08, 0.07, -0.04]),
             np.array([0.0, 0.7, 2.1, 3.9]), 5.0)
bad_cut = move_bottom_plane_to_top(cells[2])
bulk = {t: bulk_energy(cell) for t, cell in cells.items()}
bulk["irregular"] = bulk_energy(irregular)
bulk["bad cut"] = bulk_energy(bad_cut)
all_cells = dict(cells)
all_cells["irregular"] = irregular
all_cells["bad cut"] = bad_cut

for name, cell in all_cells.items():
    m, c = dipole(cell), cell[2]
    gap = c - (cell[1][-1] - cell[1][0])
    shifted = move_bottom_plane_to_top(cell)
    assert abs(dipole(shifted) - (m + cell[0][0] * c)) < 1e-12
    for n_units in (1, 3, 16):
        sigma, z = stack(cell, n_units)
        energy = pair_energy(sigma, z)
        assert abs(potential_step(sigma, z) - 4 * pi * K * n_units * m) < 1e-8
        assert abs(energy - field_energy(sigma, z)) < 1e-8
        # tolerance set by the cut-off of the reciprocal-space bulk sum
        excess = energy - n_units * bulk[name]
        assert abs(excess - 2 * pi * K * n_units * m**2 / c) < 1e-4
        sigma, z = compensated_stack(cell, n_units)
        assert abs(potential_step(sigma, z) - 4 * pi * K * m / c * gap) < 1e-8
        excess = pair_energy(sigma, z) - n_units * bulk[name]
        assert abs(excess + 2 * pi * K * (m / c)**2 * gap) < 1e-4

# --- bulk energy does not depend on where the unit is cut ---
assert abs(bulk[2] - bulk["bad cut"]) < 1e-8

# --- both cuts of the type 3 crystal are polar, with opposite dipoles ---
other_cut = move_bottom_plane_to_top(cells[3])
assert abs(dipole(other_cut) + dipole(cells[3])) < 1e-12
assert abs(dipole(cells[3])) > 0.01


def inner_range(cell, n_units):
    sigma, z = stack(cell, n_units)
    return np.ptp(potential(sigma, z, z))


# --- range of the potential inside: fixed for type 2, growing for type 3 ---
assert abs(inner_range(cells[2], 2) - inner_range(cells[2], 16)) < 1e-8
assert inner_range(cells[3], 16) > 7 * inner_range(cells[3], 2)

# --- point ions change the excess only by a constant ---
for planes in crystals.values():
    assert abs(ripple_excess(planes, 6) - ripple_excess(planes, 12)) < 1e-8


def total_excess(t, n_units):
    sigma, z = stack(cells[t], n_units)
    return (pair_energy(sigma, z) - n_units * bulk[t]
            + ripple_excess(crystals[t], n_units))


# --- worked example ---
sigma3 = cells[3][0][1]
m3, c3 = dipole(cells[3]), cells[3][2]
print(f"K = e^2/(4 pi eps0): {K:.4f} eV angstrom")
print(f"surface cell side: {side:.1f} angstrom; area: {area:.1f} angstrom^2")
print(f"plane spacing: {spacing:.1f} angstrom")
for t, cell in cells.items():
    print(f"type {t}: period {cell[2]:.1f} angstrom, "
          f"dipole m {dipole(cell) + 0.0:.4f} e/angstrom")
print(f"type 3 plane charge sigma: {sigma3:.4f} e/angstrom^2")
one3 = stack(cells[3], 1)
step3 = potential_step(*one3)
print(f"type 3 field size between - and + plane: {step3 / spacing:.3f} V/angstrom")
print(f"type 3 mean field size: {step3 / c3:.3f} V/angstrom")
print(f"type 3 step per unit: {step3:.3f} V")
print(f"  same, as energy of charge e: {step3 / HARTREE_EV:.4f} hartree")
print(f"type 2 inner potential range, N=2: {inner_range(cells[2], 2):.3f} V")
print(f"type 2 inner potential range, N=16: {inner_range(cells[2], 16):.3f} V")
print("uniform planes, energy per unit (eV/angstrom^2): slab, bulk, excess")
for t in (1, 2, 3):
    slab_unit = pair_energy(*stack(cells[t], 16)) / 16
    print(f"  type {t}: {abs(slab_unit):.4f}, {bulk[t]:.4f}, "
          f"{abs(slab_unit - bulk[t]):.4f}")
growth3 = pair_energy(*one3) - bulk[3]
print(f"type 3 excess growth per unit: {growth3 * J_PER_M2:.3f} J/m^2")
print("potential step (V): N, type 1, type 2, type 3")
for n_units in (2, 4, 8, 16):
    steps = [abs(potential_step(*stack(cells[t], n_units))) for t in (1, 2, 3)]
    print(f"  {n_units:2d}  " + "  ".join(f"{s:8.2f}" for s in steps))
print("point-ion excess (eV/angstrom^2): N, type 1, type 2, type 3")
for n_units in (2, 4, 8, 16):
    values = [total_excess(t, n_units) for t in (1, 2, 3)]
    print(f"  {n_units:2d}  " + "  ".join(f"{v:7.3f}" for v in values))
print("point-ion constant for thick slabs (eV/angstrom^2):")
for t in (1, 2, 3):
    print(f"  type {t}: {ripple_excess(crystals[t], 12):.4f}")
print("ripple above an ion of a unit-charge plane (V):")
for h in (2.0, 4.0, 8.0):
    print(f"  height {h:.1f} angstrom: {ripple(h, 0, 0):.5f}")
print(f"badly cut type 2: m = {dipole(bad_cut):.4f} e/angstrom")
print(f"badly cut type 2: step per unit "
      f"{potential_step(*stack(bad_cut, 1)):.3f} V")
print(f"type 3 compensating charge m/c: {m3 / c3:.5f} e/angstrom^2")
print(f"  per surface cell: {m3 / c3 * area:.3f} e")
print("compensated type 3: N, step (V), plane excess (eV/angstrom^2)")
for n_units in (2, 16):
    sigma, z = compensated_stack(cells[3], n_units)
    print(f"  {n_units:2d}  {potential_step(sigma, z):.3f}  "
          f"{pair_energy(sigma, z) - n_units * bulk[3]:.3f}")
print("no test failed")
```

Printed output:

```
K = e^2/(4 pi eps0): 14.3996 eV angstrom
surface cell side: 4.0 angstrom; area: 16.0 angstrom^2
plane spacing: 2.0 angstrom
type 1: period 4.0 angstrom, dipole m 0.0000 e/angstrom
type 2: period 6.0 angstrom, dipole m 0.0000 e/angstrom
type 3: period 4.0 angstrom, dipole m 0.1250 e/angstrom
type 3 plane charge sigma: 0.0625 e/angstrom^2
type 3 field size between - and + plane: 11.309 V/angstrom
type 3 mean field size: 5.655 V/angstrom
type 3 step per unit: 22.619 V
  same, as energy of charge e: 0.8312 hartree
type 2 inner potential range, N=2: 22.619 V
type 2 inner potential range, N=16: 22.619 V
uniform planes, energy per unit (eV/angstrom^2): slab, bulk, excess
  type 1: 0.0000, 0.0000, 0.0000
  type 2: 1.4137, 1.4137, 0.0000
  type 3: 0.7068, 0.3534, 0.3534
type 3 excess growth per unit: 5.662 J/m^2
potential step (V): N, type 1, type 2, type 3
   2      0.00      0.00     45.24
   4      0.00      0.00     90.48
   8      0.00      0.00    180.95
  16      0.00      0.00    361.90
point-ion excess (eV/angstrom^2): N, type 1, type 2, type 3
   2    0.146    0.030    0.752
   4    0.146    0.030    1.458
   8    0.146    0.030    2.872
  16    0.146    0.030    5.699
point-ion constant for thick slabs (eV/angstrom^2):
  type 1: 0.1459
  type 2: 0.0305
  type 3: 0.0447
ripple above an ion of a unit-charge plane (V):
  height 2.0 angstrom: 0.76860
  height 4.0 angstrom: 0.02833
  height 8.0 angstrom: 0.00005
badly cut type 2: m = -0.3750 e/angstrom
badly cut type 2: step per unit -67.857 V
type 3 compensating charge m/c: 0.03125 e/angstrom^2
  per surface cell: 0.500 e
compensated type 3: N, step (V), plane excess (eV/angstrom^2)
   2  11.309  -0.177
  16  11.309  -0.177
no test failed
```
